# Injection-Dependent Lifetime from Photoconductance Decay: Window Choice and Bias

## The measurement and its difficulty

A light pulse fills an oxidized silicon wafer with excess electrons and holes. When the light is off, the carriers recombine in the bulk and at the two Si/SiO$_2$ interfaces, and the extra conductance decays. Let $n(t)$ be the excess density after conversion from conductance. The effective lifetime is

$$\tau=-\frac{n}{dn/dt}=\frac1r,\qquad r=-\frac{du}{dt},\qquad u=\ln n .$$

Since $r$ depends on $n$, one trace contains a whole curve $\tau(n)$, but reading it requires the derivative of noisy data. Averaging over a longer stretch of the trace suppresses noise and blurs the curve. A synthetic decay with a known surface shows how much error each choice causes.

## A decay with known surface recombination

Take an n-type wafer of doping $N$ and thickness $W$, with identical faces and a nearly flat density profile. The bulk densities are $N+n$ for electrons and $n$ for holes; equilibrium holes are negligible. Dividing the carrier balance by $n$ gives

$$r(n)=\frac1{\tau_b}+\frac{2S}{W}, \tag{1}$$

where $S=U_s/n$, $U_s$ is the recombination rate per area of one face, and the factor 2 counts the faces.

Let an interface level be occupied with probability $f$, and neglect thermal emission. In steady state, electron and hole capture are equal:

$$S_n n_s(1-f)=S_p p_s f
\quad\Rightarrow\quad f=\frac{S_n n_s}{S_n n_s+S_p p_s}.$$

Inserting $f$ on the right-hand side gives

$$U_s=\frac{S_nS_p n_sp_s}{S_nn_s+S_pp_s}=\frac{n_sp_s}{n_s/S_p+p_s/S_n}.$$

The same balance in the bulk, with capture rates $1/\tau_n$ and $1/\tau_p$, gives $U_b=(N+n)n/[\tau_p(N+n)+\tau_n n]$. Hence $\tau_b=n/U_b=\tau_p+\tau_n n/(N+n)$.

Positive oxide charge, $Q$ elementary charges per area, attracts electrons. Let $\psi$ be the potential relative to the bulk in units of $kT/q$. With flat quasi-Fermi levels, $n_s=(N+n)e^{\psi_s}$ and $p_s=ne^{-\psi_s}$. Their product is $(N+n)n$, so

$$S=\frac{N+n}{n_s/S_p+p_s/S_n}. \tag{2}$$

Poisson's equation for the silicon is

$$\psi''=\frac{q^2}{\varepsilon kT}\left[(N+n)(e^\psi-1)-n(e^{-\psi}-1)\right].$$

Multiply by $\psi'$ and integrate from the neutral bulk, where $\psi=\psi'=0$:

$$\frac{\psi'^2}{2}=\frac{q^2}{\varepsilon kT}\left[(N+n)(e^\psi-1-\psi)+n(e^{-\psi}-1+\psi)\right].$$

If the silicon screens all the oxide charge, Gauss's law gives $|\psi'|=q^2Q/(\varepsilon kT)$ at the surface. Therefore

$$(N+n)(e^{\psi_s}-1-\psi_s)+n(e^{-\psi_s}-1+\psi_s)=\frac{(qQ)^2}{2\varepsilon kT}. \tag{3}$$

The example uses $T=300$ K, $W=200$ µm, $N=10^{15}$ cm$^{-3}$, $Q=10^{11}$ cm$^{-2}$, $S_p=100$ cm/s, $S_n=1000$ cm/s and $\tau_p=\tau_n=1$ ms. At $n=10^{15}$ cm$^{-3}$, equation (3) gives $\psi_s=2.8831$; a direct boundary-value solution of Poisson's equation gives the same value. Then $n_s=2\times10^{15}e^{2.8831}\approx3.57\times10^{16}$ cm$^{-3}$. The hole term in (2) is negligible here, so $S=5.60$ cm/s. The two contributions to the rate are $2S/W\approx560$ s$^{-1}$ and $1/\tau_b=667$ s$^{-1}$, whence $r=1226$ s$^{-1}$ and $\tau=815.5$ µs.

At $10^{16}$ cm$^{-3}$, $S$ has risen to 21.80 cm/s and $\tau$ has fallen to 369.9 µs. The electron density at the surface is set largely by the oxide charge, while the numerator $N+n$ of (2) grows with injection.

## Where smoothing must come

Write $y_k$ for the logarithm of the measured density at time $k\delta$ from the point of interest, $k=-m,\ldots,m$. The half-width is $h=m\delta$. A least-squares line gives the rate estimate

$$\hat r=-\frac{1}{\delta A}\sum_k k\,y_k,\qquad A=\sum_k k^2=\frac{m(m+1)(2m+1)}3. \tag{4}$$

To see this as smoothing, write $y_k=y_{-m}+\sum_{j=-m}^{k-1}(y_{j+1}-y_j)$. The constant drops out because $\sum k=0$. Exchanging the sums gives

$$\sum_k k y_k=\sum_{j=-m}^{m-1}w_j(y_{j+1}-y_j),\qquad
w_j=\sum_{k=j+1}^m k=\frac{m(m+1)-j(j+1)}2 .$$

Setting $y_k=k$ shows that $\sum w_j=A$. The fitted slope is thus a parabolic weighted average of raw slopes. Averaging with fixed weights commutes with differencing, so smoothing before or after differentiation gives the same result away from the ends of the trace.

What matters is that smoothing precedes the reciprocal. With noise $\sigma_n$ per sample and $s=\sigma_n/n$, a raw slope has standard deviation $\sqrt2\,s/\delta$. For $\sigma_n=5\times10^{13}$ cm$^{-3}$, $\delta=2$ µs and $n=10^{15}$ cm$^{-3}$, this is about $3.5\times10^4$ s$^{-1}$, against a true rate of 1226 s$^{-1}$. In simulated traces, 48.53 % of the raw slopes had the wrong sign. Averaging their reciprocals over the best window found below gave a lifetime whose median over 8000 traces was within a few µs of zero, instead of 815.5 µs. Reciprocals of either sign are almost equally likely, so the averages scatter about a value near zero, with occasional very large outliers. A larger sample would not cure this. The probability density of the slope is nonzero at zero, so the integral defining the mean reciprocal diverges there.

A quadratic fit is preferable to a line for assigning the density. In a symmetric window $\sum k=\sum k^3=0$, so the quadratic term leaves the slope (4) unchanged. The centre value does change. A line returns the mean of $y_k$, which is wrong by $y''\delta^2A/[2(2m+1)]\approx y''h^2/6$; a quadratic removes this term.

## Smoothing bias

Expand the noise-free logarithm about the window centre:

$$y_k=y+y'k\delta+\tfrac12y''(k\delta)^2+\tfrac16y'''(k\delta)^3+\cdots .$$

Even powers vanish in (4). Using $\sum k^4/\sum k^2=(3m^2+3m-1)/5$, the fitted slope is

$$y'+y'''\delta^2\frac{3m^2+3m-1}{30}+\cdots\approx y'+\frac{h^2}{10}y'''.$$

The third derivative follows from the recombination law. Along the decay $d/dt=-r\,d/du$, so

$$y'=-r,\qquad y''=r r_u,\qquad y'''=-r(rr_u)_u=-rC,$$

$$C=r_u^2+rr_{uu}=\frac12\frac{d^2(r^2)}{du^2}. \tag{5}$$

Reversing the sign of the slope gives $\hat r\approx r(1+b)$, with

$$b=\frac{h^2}{10}C. \tag{6}$$

To leading order the lifetime is too short by the fraction $b$ when $C>0$, and too long when $C<0$. A constant rate gives no bias. Neither does a rate whose square is linear in $\ln n$: then $y''=rr_u$ is constant, and the logarithm is an exact parabola in time. For a power law $r\propto n^a$, $r^2\propto e^{2au}$ and $C=2a^2r^2$, so

$$b=\frac{a^2(rh)^2}{5}.$$

The expansion therefore needs a window short compared with the time over which the rate changes. It also needs a window that lies wholly after the light pulse, because a kink at the end of the pulse has no Taylor series.

## Noise and the best window

For small independent noise, the logarithm has standard deviation $s$. Taking $s$ as constant within the window, (4) gives

$$\operatorname{var}\hat r=\frac{s^2}{\delta^2A}\approx\frac{3s^2\delta}{2h^3},$$

since $A\approx2m^3/3$. The mean-square error and its derivative are

$$E(h)=\frac{(rC)^2h^4}{100}+\frac{3s^2\delta}{2h^3},\qquad
\frac{dE}{dh}=\frac{(rC)^2h^3}{25}-\frac{9s^2\delta}{2h^4}.$$

Setting the derivative to zero gives

$$h^7=\frac{112.5\,s^2\delta}{(rC)^2}. \tag{7}$$

At this width, four times the squared bias equals three times the variance, so the bias is $\sqrt3/2\approx0.87$ of the scatter. If $C$ is wrong by a factor of 2, $h$ changes by only $2^{2/7}\approx1.22$, so a crude estimate of the curvature suffices. If $C=0$, (7) diverges and the window is limited by higher derivatives, by the growth of $s$ along the decay or by the length of the trace.

At $10^{16}$ cm$^{-3}$, $s=0.005$, $r=2703.7$ s$^{-1}$ and $C=2.970\times10^6$ s$^{-2}$. Hence

$$h^7=\frac{112.5(0.005)^2(2\times10^{-6})}{(2703.7\times2.970\times10^6)^2}
\approx8.72\times10^{-29}\ \text{s}^7,$$

and $h=98.1$ µs. The other densities give:

| $n$ (cm$^{-3}$) | $h$ (µs) | $b$ (%) | scatter (%) |
|---|---:|---:|---:|
| $10^{16}$ | 98.1 | 0.291 | 0.333 |
| $3\times10^{15}$ | 210.2 | 0.522 | 0.635 |
| $10^{15}$ | 436.6 | 0.684 | 0.905 |

Bias and scatter are relative to the true rate. The biases come from fitting the noise-free decay; the discrete form of (6) gives 0.291, 0.517 and 0.672 %. A direct search for the smallest sum of squared bias and variance, with the noise of each sample included, gives windows of 98, 210 and 438 µs. Both (7) and this search count only the smoothing bias. The logarithmic bias derived below has the same sign; including it moves the best window at $10^{15}$ cm$^{-3}$ to about 414 µs, although the root-mean-square error falls by less than 1 % of its value.

No single width serves the whole trace. The 210 µs window would raise the bias at $10^{16}$ cm$^{-3}$ to about 1.3 %, while the 98 µs window would raise the scatter at $10^{15}$ cm$^{-3}$ to about 7 %.

In the last row the scatter exceeds the constant-$s$ estimate of 0.77 %, because $s$ grows as $e^{rt}$ across the window. Weighting $e^{2rt}\approx1+2rt+2r^2t^2$ by $t^2$ removes the odd term and multiplies the variance by $1+\frac65(rh)^2$. With $rh=0.535$, the scatter rises by a factor of 1.16, to 0.90 %.

## Biases caused by the noise itself

The logarithm is nonlinear. For zero-mean noise $\epsilon$,

$$\left\langle\ln(n+\epsilon)\right\rangle\approx\ln n-\frac{s^2}2.$$

As the signal decays, $ds/dt=rs$, and the extra term has slope $-rs^2$. The mean rate becomes $r(1+s^2)$, in addition to the smoothing bias. Then, with $\bar r=\langle\hat r\rangle$,

$$\left\langle\frac1{\hat r}\right\rangle\approx\frac1{\bar r}
\left(1+\frac{\operatorname{var}\hat r}{\bar r^2}\right).$$

This comes from the second-order expansion of the reciprocal. It is useful when zero rate lies many standard deviations away; it is not a convergent statement about an unrestricted Gaussian. To leading order, the total fractional bias of the mean lifetime is

$$-b-s^2+\frac{\operatorname{var}\hat r}{r^2}.$$

At $10^{15}$ cm$^{-3}$, $s^2=0.25$ % and $b=0.684$ %, which predict a mean rate bias of 0.93 %. The simulated value is 0.972 %, with a sampling error of about 0.010 %. Most of the difference comes from the growth of $s$: the added term $-s^2e^{2rt}/2$ is itself smoothed, which multiplies its slope by $1+(2r)^2h^2/10=1.11$ and raises the prediction to 0.96 %.

At $5\times10^{14}$ cm$^{-3}$, where $s=0.1$, a 200 µs half-width gives a logarithmic bias of 1.06 %, against $s^2=1.00$ %. The reciprocal adds 0.288 % to the mean lifetime, against a relative variance of 0.286 %. Averaging repeated traces before taking the logarithm reduces both effects.

## Removing the leading smoothing bias

The bias scales as $h^2$, so a second window of half-width $2h$ can cancel it:

$$\hat r_c=\frac{4\hat r_h-\hat r_{2h}}3,\qquad
\frac{4b-4b}{3}=0 .$$

Let $V$ be the variance for half-width $h$. For $2h$ it is $V/8$. The two estimates share the inner samples, and their covariance is $s^2\sum_{|k|\le m}k^2/(\delta^2A_hA_{2h})=s^2/(\delta^2A_{2h})=V/8$. Therefore

$$\operatorname{var}\hat r_c=\frac{16V+V/8-8V/8}{9}=\frac{121}{72}V\approx1.68V .$$

At $10^{16}$ cm$^{-3}$ the noise-free bias falls from 0.291 % to 0.0028 %, while the scatter rises by a factor of about 1.30. For one trace at the window (7), with $s$ nearly constant across both windows and $s^2$ negligible beside $b$, as at this density, the gain is slight: the mean-square error changes from $1.75V$ to $1.68V$ at leading order. The combination gains more from a wider window, where the trace has room for it: its remaining bias starts only at order $h^4$, while its variance still falls as $h^{-3}$. It also helps when results from many traces are averaged, because averaging reduces scatter but not smoothing bias.

## Algorithm and surface extraction

1. Convert conductance to $n$ and measure $\sigma_n$ on the baseline. Discard the light pulse and the tail where $s$ is no longer small.
2. Take $\ln n$ and make pilot quadratic fits in a fixed window, obtaining density and rate.
3. Fit the pilot rates by $r=a_0+a_1n+a_2n^2$, with residuals weighted by $n$. Then $r_u=a_1n+2a_2n^2$ and $r_{uu}=a_1n+4a_2n^2$, which give $C$ from (5).
4. At each chosen density, calculate $h$ from (7), keep the window inside the usable trace, and repeat the quadratic fit.
5. Take the reciprocal last. If $\tau_b$ is known, calculate
$$S=\frac W2\left(\hat r-\frac1{\tau_b}\right).$$

Subtracting the bulk rate amplifies errors:

$$\frac{\Delta S}{S}=\frac{r}{2S/W}\,\frac{\Delta r}{r}.$$

The amplification is 1.24 at $10^{16}$ cm$^{-3}$ and 2.19 at $10^{15}$ cm$^{-3}$. The mean rate bias of 0.972 % at the lower density thus becomes about 2.1 % in $S$.

One noisy trace, processed without using the true curvature, gave windows of 94, 216 and 470 µs. Near $10^{16}$ cm$^{-3}$ it returned $\tau=370.6$ µs and $S=21.75$ cm/s, against 370.2 µs and 21.78 cm/s at the recovered density. Near $10^{15}$ cm$^{-3}$ it returned 800.4 µs and 5.82 cm/s, against 816.1 µs and 5.58 cm/s. The lifetime is 1.9 % low and $S$ is 4.3 % high, as the amplification implies.

## What a real wafer adds

The parameters lie in the rough regime of a good thermal oxide on lightly doped silicon. Real interfaces have a distribution of levels, and their charge can vary with processing and injection. In this model the hole term in (2) is small, so doubling $S_p$ nearly doubles $S$. Trapping, recombination within the space charge and correlated instrument noise are also absent.

Conversion to density can matter more than smoothing. For $n\gg N$ the excess conductance is nearly proportional to $n\mu(n)$, where $\mu$ is the sum of the mobilities, so its logarithmic decay rate is close to $r(1+d\ln\mu/du)$. A rough mobility model with $d\ln\mu/du\approx-0.11$ at $10^{16}$ cm$^{-3}$ makes the lifetime at that moment of the decay about 12 % too long if $\mu$ is treated as constant. The density assigned to that moment is generally wrong as well, so the error in the curve $\tau(n)$ at a fixed reported density depends on the constant chosen. With the larger mobility of the dark wafer the density is read too low, where the true lifetime is longer, and the two errors partly cancel.

At the same density, rough Auger and radiative coefficients add 220 and 55 s$^{-1}$. If these are present but omitted from the bulk rate, the extraction assigns $(0.02/2)\times275=2.75$ cm/s to the surface, about 13 % of its true $S$.

The flat profile is a smaller approximation here. For slow surface loss, the profile is a parabola $n_c-ax^2$ about the mid-plane. The flux condition at $x=W/2$ is $aDW=U_s$, and the mean exceeds the surface value by $aW^2/6=U_sW/(6D)$. The lower surface density changes the total rate by the fraction

$$-\frac{2S}{Wr}\,\frac{d\ln U_s}{du}\,\frac{SW}{6D}.$$

With a rough hole diffusivity of 12 cm$^2$/s, this is $-0.775$ % at $10^{16}$ cm$^{-3}$; a solution of the diffusion equation with the same diffusivity gives $-0.768$ %. That diffusivity belongs to low injection. At $n=10N$ electrons and holes diffuse together with an ambipolar diffusivity of roughly 15 to 18 cm$^2$/s, depending on how strongly the carriers scatter one another. Since the shift scales as $1/D$, it falls to between about $-0.5$ and $-0.6$ %. It is opposite in sign to the 0.291 % smoothing bias there, so the two errors partly cancel, and removing only the smoothing bias would leave the mean $S$ further from its true value. The charge on both faces equals 1.00 % of the excess carriers per area at $10^{15}$ cm$^{-3}$. It is balanced by extra electrons and missing holes near the surfaces, so the missing holes, which the flat density neglects, amount to less than 1.00 % of the excess. The numerical output lists the remaining values.

## Table of computed values

```
temperature 300 K; thickness 200 um
doping 1.0e+15 cm^-3; oxide charge 1.0e+11 cm^-2
capture velocities Sp 100, Sn 1000 cm/s
bulk tau_p 1.0, tau_n 1.0 ms
start 3.0e+16, noise 5.0e+13 cm^-3
sample spacing 2.0 us
band bending at 1e15 cm^-3: 2.8831 kT
same from Poisson solution: 2.8831 kT
[1e+16 cm^-3] tau 369.9 us, S 21.80 cm/s
  time 321.7 us; bulk rate 523.8 1/s
  rate 2703.7 1/s; half (r^2)'' 2.9704e+06 1/s^2
  best h 98.1 us; search 98.0 us
  smoothing bias 0.291 %, formula 0.291 %
  noisy mean bias 0.289 %, scatter 0.333 %
  S amplification 1.240; S bias 0.358 %
[3e+15 cm^-3] tau 625.2 us, S 10.28 cm/s
  time 913.5 us; bulk rate 571.4 1/s
  rate 1599.5 1/s; half (r^2)'' 1.1611e+06 1/s^2
  best h 210.2 us; search 210.0 us
  smoothing bias 0.522 %, formula 0.517 %
  noisy mean bias 0.553 %, scatter 0.635 %
  S amplification 1.556; S bias 0.860 %
[1e+15 cm^-3] tau 815.5 us, S 5.60 cm/s
  time 1718.4 us; bulk rate 666.7 1/s
  rate 1226.2 1/s; half (r^2)'' 3.5163e+05 1/s^2
  best h 436.6 us; search 438.0 us
  smoothing bias 0.684 %, formula 0.672 %
  noisy mean bias 0.972 %, scatter 0.905 %
  S amplification 2.192; S bias 2.130 %
bias at 1e16 with 3e15 window: 1.322 %
scatter at 1e15 with 1e16 window: 7.17 %
raw slopes of wrong sign at 1e15: 48.53 %
early-reciprocal median lifetime: 1.24 us
at 5e14, h=200 us: log bias 1.058 %, s^2 1.000 %
  reciprocal bias 0.288 %, variance 0.286 %
two-window bias at 1e16: 0.0028 %
two-window variance factor: 1.679
one trace: n 9.983e+15 cm^-3, h 94 us
  tau 370.6 us, true 370.2 us
  S 21.75 cm/s, true 21.78 cm/s
one trace: n 2.999e+15 cm^-3, h 216 us
  tau 622.0 us, true 625.3 us
  S 10.36 cm/s, true 10.28 cm/s
one trace: n 9.946e+14 cm^-3, h 470 us
  tau 800.4 us, true 816.1 us
  S 5.82 cm/s, true 5.58 cm/s
diffusivity used 12 cm^2/s
profile rate shift at 1e16: -0.768 %, formula -0.775 %
constant-mobility lifetime error at 1e16: 12.54 %
Auger 220, radiative 55 1/s at 1e16
false S if both are omitted: 2.75 cm/s
surface charge / excess carriers at 1e15: 1.00 %
```
